# Ionised share of deposited metal when some ions return to the target

A calculation of how sputtered metal fills a trench on a biased substrate needs one number at the start: the share of the arriving metal to be treated as ions, whose energy and direction the bias can change. Suppose that 63% of the sputtered atoms ionise in front of the target. Entering 0.63 would be wrong if many of those ions are pulled back before they reach the substrate. In the example below the right entry is about 0.25.

Let $a$ be the fraction of all sputtered metal atoms that ionise before leaving the dense plasma near the target, called here the ionisation region. Let $b$ be the fraction of those ions that return to the target. The result to be derived is

$$F=\frac{a(1-b)}{1-ab},\qquad ab<1,$$

where $F$ is the ionised share of the deposited metal flux, counted in particles and not in charge.

The word "returns" needs its denominator. If $B$ is the returned fraction of all sputtered metal, then $B=ab$, and replacing $ab$ by $B$ gives $F=(a-B)/(1-B)$.

## First derivation: a particle balance

Let $S(t)$ be the number of metal atoms sputtered per unit time, from whatever cause. Let $N_n$ and $N_i$ be the numbers of metal neutrals and metal ions in the ionisation region. Neutrals ionise at rate $I(t)$ or leave towards the substrate at rate $J_n(t)$. Ions return to the target at rate $R(t)$ or leave towards the substrate at rate $J_i(t)$. With no recombination in the region and no other losses,

$$\frac{dN_n}{dt}=S-I-J_n,\qquad \frac{dN_i}{dt}=I-R-J_i.$$

Integrate from a time before the pulse, when the region holds no metal, to a time after it, when the region has emptied. The left sides integrate to zero. Writing a bar for a time integral,

$$\bar J_n=\bar S-\bar I,\qquad \bar J_i=\bar I-\bar R.$$

The fractions are ratios of counts, $a=\bar I/\bar S$ and $b=\bar R/\bar I$. Hence $\bar I=a\bar S$, $\bar R=ab\bar S$, and

$$\bar J_n=(1-a)\bar S,\qquad \bar J_i=a(1-b)\bar S.$$

Now assume that ions and neutrals which leave the region have the same chance of reaching the substrate and sticking there. That common factor cancels from the share. The total leaving, per sputtered atom, is

$$D=(1-a)+a(1-b)=1-a+a-ab=1-ab,$$

and $F=\bar J_i/(\bar J_i+\bar J_n)=a(1-b)/(1-ab)$. If everything that leaves the region arrives and sticks, $D$ is also the deposit per sputtered atom; otherwise the deposit is $D$ times the common chance. The deposits quoted below take that chance to be one. For a steady discharge the time derivatives vanish and the same algebra holds for the rates themselves.

The balance also gives the ratio of ions to neutrals, which is easier to read than the share:

$$\frac{F}{1-F}=\frac{a(1-b)}{1-a}=(1-b)\,\frac{a}{1-a}.$$

Return multiplies the ion-to-neutral odds by $1-b$ and leaves the neutrals alone. It follows that $F\le a$. With $b=0$ the share is $a$. With $b=1$ and $a<1$ no ions arrive and $F=0$. As $a\to1$ at fixed $b<1$, the share tends to one, but the deposit per sputtered atom tends to $1-b$. If $a$ and $b$ both approach one, the odds approach $(1-b)/(1-a)$, so the share depends on which approaches faster.

## Second derivation: the descendants of one atom

The second route follows an atom and its descendants. A returned ion strikes the target and ejects, on average, $Y$ new metal atoms. Assume that every new atom has the same probabilities $a$ and $b$ as the first, and that returned metal leaves the target only through this sputtering.

Take $Y=1$ first, with exactly one new atom per returned ion. Let $P$ be the probability that the line of descent ends with an ion on the substrate. The first atom achieves this directly with probability $a(1-b)$. With probability $ab$ it returns, and its successor faces the original problem again. Therefore

$$P=a(1-b)+ab\,P,$$

so that $P(1-ab)=a(1-b)$ and $P=F$. Since $ab<1$, the chance of returning $k$ times in succession, $(ab)^k$, tends to zero, and every line ends in deposition with probability one. The denominator $1-ab$ here describes repeated attempts, whereas in the balance it was the metal that got away.

For general $Y$, let $M_i$ and $M_n$ be the mean numbers of ions and neutrals eventually deposited per initial atom. An initial atom has on average $abY$ direct descendants, each of which contributes the same means again:

$$M_i=a(1-b)+abY\,M_i,\qquad M_n=(1-a)+abY\,M_n.$$

Generation $k$ contains on average $(abY)^k$ atoms. Their sum is finite when $abY<1$, and then

$$M_i=\frac{a(1-b)}{1-abY},\qquad M_n=\frac{1-a}{1-abY}.$$

The factor $G=1/(1-abY)$ is the total number of sputtered atoms per atom ejected by the working gas. It multiplies both means and cancels:

$$\frac{M_i}{M_i+M_n}=\frac{a(1-b)}{a(1-b)+1-a}=\frac{a(1-b)}{1-ab}=F.$$

Self-sputtering changes how much metal is deposited, but under these assumptions it does not change the ionised share.

## What each derivation assumes

Both routes need equal transport and sticking of the two species, and both exclude returned ions that bounce off the target as neutrals. They differ in what they ask of $a$ and $b$.

The descent argument needs the same $a$ and $b$ in every generation, and it needs $abY<1$ for finite totals. The balance needs neither. Suppose generation $k$ has $X_k$ atoms and its own fractions $a_k$ and $b_k$. The balance uses

$$a=\frac{\sum_k X_ka_k}{\sum_k X_k},\qquad b=\frac{\sum_k X_ka_kb_k}{\sum_k X_ka_k}.$$

Then $a(1-b)$ is the total number of escaping ions divided by $\sum_kX_k$, and $1-ab$ is the total number of escaping particles divided by the same sum, so the formula survives. If $abY\ge1$, the descent model gives no finite mean total, while the balance still applies to the finite number of atoms sputtered in a real pulse. In return, the descent argument predicts the gain $G$, about which the balance says nothing.

The weighting matters in a pulse. Consider a separate model with a constant sputter source lasting 200 µs. The ionisation rate rises linearly from zero to 0.4 µs$^{-1}$ and the ion return rate from zero to 0.8 µs$^{-1}$; both are zero after the pulse. Either species leaves for the substrate at 0.1 µs$^{-1}$. Following the region until it is empty gives $a=0.609$, $b=0.788$ and $F=0.248$, in agreement with the formula. Plain time averages over the pulse of the instantaneous probabilities are 0.598 and 0.725, and they would predict $F=0.290$, which is 17% above the counted value. The time average of $b$ gives the early part of the pulse, when few ions are made, the same weight as the late part.

## Where $a$ and $b$ come from

The two fractions can be calculated in a simple kinetic model. Atomic units are used in the algebra, so an ion of charge one has a potential energy equal to the electric potential. Sputtered atoms of mass $M$ leave with the Thompson energy distribution, cut off at $E_m$:

$$p(E)=\frac1C\,\frac{2UE}{(E+U)^3},\qquad C=\frac{E_m^2}{(E_m+U)^2},$$

where $U$ is the surface binding energy. The constant follows because the derivative of $E^2/(E+U)^2$ is $2UE/(E+U)^3$.

Only motion along the target normal carries an atom across the region. For cosine emission at angle $\theta$ to the normal, the angular distribution is $2\cos\theta\sin\theta\,d\theta$. This is the magnitude of $d(\cos^2\theta)$, so $\cos^2\theta$ is uniform between zero and one. At fixed $E$, the normal energy $w=E\cos^2\theta$ is then uniform between zero and $E$, with density $1/E$. Its overall distribution is

$$g(w)=\int_w^{E_m}\frac{p(E)}{E}\,dE=\frac1C\left[\frac{U}{(w+U)^2}-\frac{U}{(E_m+U)^2}\right].$$

Let the region have thickness $L$ and a uniform ionisation frequency $\nu$. An atom with normal speed $v=\sqrt{2w/M}$ reaches distance $z$ un-ionised with probability $e^{-\nu z/v}$. Therefore

$$a=\int_0^{E_m}g(w)\left[1-e^{-\nu L/v}\right]dw.$$

Let the potential energy of an ion rise linearly by $W$ from the target side to the outer edge of the region. An ion born at $z$ must still climb $W(1-z/L)$. Ionisation is taken to leave its velocity unchanged, so it escapes if $w>W(1-z/L)$, that is, if it is born beyond

$$z_0=L\max(0,\,1-w/W).$$

The probability of ionising between $z$ and $z+dz$ is $(\nu/v)e^{-\nu z/v}dz$. Integrating this from $z_0$ to $L$ gives

$$a(1-b)=\int_0^{E_m}g(w)\left[e^{-\nu z_0/v}-e^{-\nu L/v}\right]dw.$$

Because $\nu$ enters both integrals, $a$ and $b$ are not independent controls in this model.

## Titanium in argon

The following inputs are rough values for titanium in high-power impulse magnetron sputtering: $U=4.9$ eV, $E_m=100$ eV, $L=2$ cm, $W=20$ eV and an electron density of $10^{13}$ cm$^{-3}$. A rate coefficient of $2\times10^{-8}$ cm$^3$/s gives

$$\nu=(2\times10^{-8})(10^{13})=2\times10^5\ \mathrm{s}^{-1}.$$

The integrals yield $a=0.631$ and $b=0.810$. Per sputtered atom, 0.511 returns, 0.120 leaves as ions and 0.369 leaves as neutrals. Thus

$$D=0.120+0.369=0.489,\qquad F=\frac{0.120}{0.489}=0.245.$$

The odds fall from 1.71 before return to 0.325 after it. Mistaking the returned fraction of all metal, 0.511, for $b$ would give a share of about 0.46.

Simulated particle histories provide a test that does not use the two integrals. Energies and angles were drawn separately, ions were moved step by step through the field, and returned ions ejected new atoms with $Y=0.6$. From 200,000 initial atoms the count gave $F=0.246$. The gain was 1.445, against 1.442 from the formula. The deposit per atom ejected by the gas is $GD=1.442\times0.489=0.71$, larger than $D$ because self-sputtering replaces part of the returned metal.

With $W$ held at 20 eV, changing the electron density gives:

| Density (cm$^{-3}$) | $a$ | $b$ | $F$ | $D$ |
|---|---|---|---|---|
| $10^{12}$ | 0.127 | 0.843 | 0.022 | 0.893 |
| $3\times10^{12}$ | 0.306 | 0.829 | 0.070 | 0.746 |
| $10^{13}$ | 0.631 | 0.810 | 0.245 | 0.489 |
| $3\times10^{13}$ | 0.898 | 0.808 | 0.628 | 0.275 |

The share rises while the deposit per sputtered atom falls. The slight fall of $b$ is the outcome of two opposing effects. At a given $w$, faster ionisation places births nearer the target, which favours return. It also brings more fast atoms into the ion population: the ionisation probability is proportional to $1/v$ when $\nu L/v$ is small, but approaches one for all speeds when it is large. Fast ions escape more easily, and the second effect is the stronger up to about $2\times10^{13}$ cm$^{-3}$, where $b$ passes through a minimum of 0.805. Above that density the first effect wins: $b$ is already rising at the last row of the table and reaches 0.837 at $10^{14}$ cm$^{-3}$.

Lowering the potential rise does not carry the same cost. At $10^{13}$ cm$^{-3}$, going from 40 to 10 eV leaves $a$ unchanged, lowers $b$ from 0.896 to 0.685, and raises both $F$, from 0.151 to 0.350, and $D$, from 0.435 to 0.568. This comparison assumes that the potential can be changed without changing the electron density, which a real discharge may not allow.

The slopes show how precisely the fractions must be known. Differentiating the quotient,

$$\frac{\partial F}{\partial a}=\frac{(1-b)[(1-ab)+ab]}{(1-ab)^2}=\frac{1-b}{(1-ab)^2},$$

$$\frac{\partial F}{\partial b}=\frac{a[-(1-ab)+a(1-b)]}{(1-ab)^2}=-\frac{a(1-a)}{(1-ab)^2}.$$

Here they are 0.80 and $-0.97$. An increase of 0.01 in $b$ lowers $F$ by about 0.01, which is 4% of its value.

The formula can also be inverted. The neutral part of the deposit is $D(1-F)=1-a$, and $D=1-ab$, so

$$a=1-D(1-F),\qquad b=\frac{1-D}{a}.$$

With $F$ held fixed, an error of 5% either way in $D$ moves the inferred $a$ between 0.61 and 0.65 and $b$ between 0.79 and 0.82. The $D$ required is the metal leaving the region per sputtered atom, so a measured deposit must first be divided by the chance of arriving and sticking. The ratio of the deposition rate to that of a second discharge at equal power gives $D$ only if the sputtered fluxes and the transport are the same in both and the second discharge returns almost no metal to its target.

## The model beside a real discharge

Ionised shares of some tens of per cent are a reasonable rough expectation for titanium in this process, and 0.25 lies in that range. The uniform, constant density of $10^{13}$ cm$^{-3}$ represents intense conditions near the peak of a pulse. Real densities vary in space and time, and the table shows that a density of $3\times10^{12}$ cm$^{-3}$ would reduce the share to 0.07.

Equal transport is the other weak assumption. If ions and neutrals arrive and stick with probabilities $T_i$ and $T_n$, the two outgoing fluxes are multiplied by these factors and

$$\frac{F}{1-F}=\frac{T_i}{T_n}\,(1-b)\,\frac{a}{1-a}.$$

For a substrate that accepts particles within 45° of the normal, the simulated histories give $T_i\approx0.46$ and $T_n\approx0.63$, and the share falls to 0.19. The retarding field reduces an ion's normal velocity but not its sideways velocity, while survival without ionisation favours neutrals with a large normal velocity.

Gas scattering can matter more. At 5 mTorr and 600 K, with a rough cross-section of $2\times10^{-15}$ cm$^2$, the mean free path is 6.2 cm for a target distance of 7 cm. Of the particles that travel along the normal, a fraction $e^{-7/6.2}\approx0.32$ is unscattered. If this fraction held for all particles, $F$ would be 0.10 with every scattered ion lost and no neutral lost, and 0.50 in the opposite case. Oblique particles travel further and scatter more often, so the true extremes lie further apart. Neither value is an error estimate, since many scattered particles still arrive. The 7 cm also includes the ionisation region itself, where about 28% of particles moving along the normal, and about 37% of the escaping neutrals over all angles, would scatter. The integrals for $a$ and $b$ assume free flight there, so at this pressure scattering would change $a$ and $b$ as well as $T_i/T_n$.

Coulomb collisions between ions are also left out of the escape condition. A rough estimate that keeps only the drag on argon ions at rest, at $10^{13}$ cm$^{-3}$ and a temperature of 1 to 5 eV, removes 6 to 12% of the escaping ions and lowers $F$ to between 0.22 and 0.23.

Three further effects, each taken alone, are small for these inputs:

- Ionisation beyond the region, at a density of $10^{11}$ cm$^{-3}$, converts 1.9% of the neutrals and raises $F$ to 0.26. At ten times that density it would convert about 17% and would no longer be small.
- If 1% of the returned ions reflect as neutrals and all of these reach the substrate, the denominator gains $0.01\,ab$ and $F$ becomes 0.243.
- With an assumed rate coefficient of $10^{-9}$ cm$^3$/s for second ionisation, about 1% of the escaping ions would ionise again on the way out. The field pulls a doubly charged ion back twice as strongly, so fewer than that escape, and a measurement of charge would overstate the ion count by at most about 1%.

Magnetic bending inside the region is also a small effect in this model. In a uniform field of 30 mT parallel to the target, an escaping ion at the median speed of 8.0 km/s has a gyroradius of 13 cm, well above the thickness of the region. The radius is proportional to speed and would equal 2 cm at about 1.2 km/s, but an ion that slow has only about 0.36 eV and almost always returns with or without the field. For faster ions the field exchanges sideways and normal motion, which helps those moving one way along the target to escape and hinders those moving the opposite way. The two effects nearly cancel, so $b$ hardly changes. The field of a real magnetron is curved and varies in strength, which is not treated here, and bending beyond the region would enter through $T_i$.

## Computed results

```
INPUTS: rough values, titanium in argon
surface binding energy = 4.9 eV; emission cutoff = 100 eV
titanium mass = 47.87 u
region thickness = 2.0 cm; potential-energy rise = 20 eV
electron density = 1.0e+13 cm^-3
first ionisation coefficient = 2.0e-08 cm^3/s
ionisation frequency = 2.00e+05 s^-1
self-sputter yield = 0.60 atoms/ion
MAIN RESULT (fractions, dimensionless)
integrals: a = 0.6307, b = 0.8096, returned ab = 0.5106
per sputtered atom: ions out = 0.1201, neutrals out = 0.3693
formula: F = 0.2454, D = 0.4894
odds before return = 1.7079, after return = 0.3252
slopes: dF/da = 0.7951, dF/db = -0.9725
particle histories: initial = 200000, all generations = 289000
histories: a = 0.6309, b = 0.8092, F = 0.2460, D = 0.4895
first generation alone: F = 0.2465
self-sputter gain: formula = 1.4417, histories = 1.4450
inverse from histories: a = 0.6309, b = 0.8092
D multiplied by 0.95: inferred a = 0.6492, b = 0.8242
D multiplied by 1.05: inferred a = 0.6122, b = 0.7940
ELECTRON DENSITY SWEEP (potential-energy rise as above)
n_e = 1.0e+12 cm^-3: a=0.1272 b=0.8433 F=0.0223 D=0.8927
n_e = 3.0e+12 cm^-3: a=0.3061 b=0.8286 F=0.0703 D=0.7463
n_e = 1.0e+13 cm^-3: a=0.6307 b=0.8096 F=0.2454 D=0.4894
n_e = 3.0e+13 cm^-3: a=0.8975 b=0.8075 F=0.6276 D=0.2753
POTENTIAL-ENERGY RISE SWEEP (electron density as above)
rise = 10 eV: a=0.6307 b=0.6850 F=0.3498 D=0.5680
rise = 20 eV: a=0.6307 b=0.8096 F=0.2454 D=0.4894
rise = 40 eV: a=0.6307 b=0.8959 F=0.1510 D=0.4350
PULSE AVERAGING: separate round-parameter model
pulse = 200 us; neutral and ion exit rates = 0.1 us^-1
final ionisation and return rates = 0.4 and 0.8 us^-1; linear ramps
count-weighted a = 0.6087, b = 0.7883, emitted F = 0.2478
plain time-average a = 0.5976, b = 0.7253, predicted F = 0.2897
NEGLECTED EFFECTS: each applied alone
45 degree acceptance: ions = 0.4559, neutrals = 0.6320
angle-selected F: counts = 0.1905, odds formula = 0.1900
gas = 5.0 mTorr at 600 K; cross-section = 2.0e-15 cm^2
target distance = 7.0 cm; mean free path = 6.21 cm
unscattered fraction = 0.3241
extreme scattering bracket: F = 0.0954 to 0.5009
downstream density = 1.0e+11 cm^-3; neutrals ionised = 0.0194
with downstream ionisation: F = 0.2601
reflection probability = 0.010; F with reflection = 0.2429
second ionisation coefficient = 1.0e-09 cm^3/s
doubly ionised share of escaping ions = 0.0107
magnetic field = 30 mT; median exit speed = 8.00 km/s
ion gyroradius at that speed = 13.23 cm
```
